\section*{Peltier heat and reset-current asymmetry at a phase-change heater contact, part 2}

In a mushroom-type phase-change memory cell, a rod heater (subscript $h$) touches a half-space of phase-change material ($p$) at a disc of radius $a$ and area $A=\pi a^2$. The reset current is the steady imposed current at which the contact reaches the melting temperature $T_m$. Peltier heat makes it depend on polarity: the magnitudes are $I_\rightarrow$ (heater to material) and $I_\leftarrow$ (reverse), and the signed current $I$ is positive from heater to material. The contact is isothermal and equipotential, without resistance; the far ends are at $T_0$. Let $\theta=T-T_0$ and $\theta_m=T_m-T_0$. With current density $\mathbf j$, resistivity $\rho$, heat conductivity $k$ and Seebeck coefficient $S$, the energy balance is
\begin{equation}
\nabla\cdot(k\nabla T)+\rho j^2-T\,\mathbf j\cdot\nabla S=0 .
\label{eq:balance}
\end{equation}

The first derivation weighted each heat source by its power to warm the contact (one at the contact, zero at a sink), with side loss $\gamma\theta$ per unit volume. It gave the asymmetry
\begin{equation}
I_\rightarrow-I_\leftarrow=\frac{\Pi}{R_{\rm eff}} ,
\label{eq:result}
\end{equation}
where $\Pi=T_m(S_p-S_h)$ and $R_{\rm eff}=R_{{\rm eff},h}+R_p/2$.

The heater runs from $x=0$ (sink) to $x=L$ (contact), with resistance $R_h=\rho_hL/A$, side loss $g$ per unit length, $m^2=g/(k_hA)$, thermal conductance $K_h=k_hAm\coth mL$ and $R_{{\rm eff},h}=R_h\tanh(mL/2)/(mL)$.

The material has $R_p=\rho_p/\Lambda$, $K_p=k_p\Lambda$, $\Lambda=4a$. There $u$ solves Laplace's equation, with $u=1$ on the contact and $u=0$ far away. The second derivation, which solves for the temperature in each body, has found the material's profile and the heat $Q_p$ conducted into it from the contact:
\begin{equation}
\theta=\theta_m u+\frac{I^2R_p}{2K_p}\,u(1-u).
\label{eq:profile}
\end{equation}
\begin{equation}
Q_p=K_p\theta_m-\tfrac12I^2R_p .
\label{eq:qp}
\end{equation}

Example cell: $a=20$ nm, $L=60$ nm; $\rho_h=15$, $\rho_p=12\ \mu\Omega\,$m; $k_h=5$, $k_p=1.8$ W/(m K); $S_h=5$, $S_p=45\ \mu$V/K; $T_0=300$ K, $T_m=900$ K. The heater's dielectric sleeve has conductivity $k_d=1.2$ W/(m K) and outer radius $b=100$ nm, held at $T_0$. Hence $R_{{\rm eff},h}=294.9\ \Omega$, $R_p=150\ \Omega$, $K_h=185$ and $K_p=144$ nW/K, $\Pi=36$ mV, and the asymmetry is $97\ \mu$A.

\subsection{Profile in the heater}

In the rod, $k_hA\theta''-g\theta+\rho_hI^2/A=0$. Dividing by $k_hA$ gives
\begin{equation}
\theta''-m^2\theta=-s,\qquad s=\frac{\rho_hI^2}{k_hA^2}.
\end{equation}
The constant $s/m^2$ is a particular solution. Adding hyperbolic functions to satisfy $\theta(0)=0$ and $\theta(L)=\theta_m$ gives
\begin{equation}
\theta=\frac{s}{m^2}\left[1-\frac{\sinh m(L-x)+\sinh mx}{\sinh mL}\right]+\theta_m\frac{\sinh mx}{\sinh mL}.
\end{equation}
Its slope at the contact is
\begin{equation}
\theta'(L)=-\frac{s}{m}\,\frac{\cosh mL-1}{\sinh mL}+m\theta_m\coth mL .
\end{equation}
The fraction equals $\tanh(mL/2)$, and $k_hAs/m=\rho_hI^2/(Am)=I^2R_h/(mL)$. The heat conducted from the contact into the heater is therefore
\begin{equation}
Q_h=k_hA\,\theta'(L)=K_h\theta_m-I^2R_{{\rm eff},h}.
\label{eq:qh}
\end{equation}

\subsection{Matching and linearization}

Count the total heat current through the contact plane, including the heat carried by the charge. From the heater side arrives $-Q_h+S_hT_mI$; into the material departs $Q_p+S_pT_mI$. There is no voltage drop in the plane, so no electrical work is done there and the two are equal:
\begin{equation}
Q_h+Q_p=-(S_p-S_h)T_mI=-\Pi I .
\end{equation}
With (\ref{eq:qp}) and (\ref{eq:qh}),
\begin{equation}
(K_h+K_p)\theta_m=I^2R_{\rm eff}-\Pi I .
\end{equation}
To first order in $\Pi$ there is no need to solve the quadratic. Set $I=\pm I_0+\delta$, where $I_0$ satisfies the equation at $\Pi=0$, and keep terms linear in $\delta$ and $\Pi$:
\begin{equation}
0=\pm2I_0R_{\rm eff}\,\delta\mp\Pi I_0\quad\Longrightarrow\quad\delta=\frac{\Pi}{2R_{\rm eff}} .
\end{equation}
The signed current shifts by the same $\delta$ in both polarities. The magnitude thus rises by $\delta$ for positive current and falls by $\delta$ for negative current, and the difference is $2\delta=\Pi/R_{\rm eff}$, as before.

A finite-volume solution of the energy balance for the example cell, with the Peltier heat taken at the local contact temperature and the current found by root search, gives 0.781 and 0.684 mA, in agreement with the closed formulas.

\subsection{Is the contact the hottest point of the material?}

The threshold used here is meaningful if no other part of the material melts first. Profile (\ref{eq:profile}) is concave in $u$. If its slope at $u=1$ is positive, the slope is positive everywhere and the temperature falls steadily away from the contact. The condition is $Q_p>0$:
\begin{equation}
K_p\theta_m>\tfrac12I^2R_p .
\end{equation}
In the example the left side is $86\ \mu$W and the right side, at the larger reset current, $46\ \mu$W. The condition would fail above about 1.07 mA. Melting would then begin inside the material, and the formula for the asymmetry would not apply.

The heater's interior is hotter than the contact, with a peak of 988 K for current into the material and 921 K for the reverse. Equation (\ref{eq:qh}) shows why. The heat that the heater conducts to the contact is $-Q_h=I^2R_{{\rm eff},h}-K_h\theta_m$, which is $69\ \mu$W in the first case and $27\ \mu$W in the second. When the contact is cooled by the Peltier effect, the heater must supply more.

\subsection{Scaling}

The relative asymmetry is
\begin{equation}
\frac{I_\rightarrow-I_\leftarrow}{I_0}=\frac{\Pi}{\sqrt{R_{\rm eff}K\theta_m}},\qquad K=K_h+K_p .
\end{equation}
If every length of the cell is multiplied by the same factor at fixed material coefficients, resistances fall and thermal conductances rise by that factor, while $mL$ stays the same. The relative asymmetry of the ideal-contact model is then independent of size. A real contact spoils this, because its thermal conductance scales with area rather than length.

\subsection{Thermal resistance of the contact}

Let the contact have thermal conductance $G=A/r$, with $r$ the boundary resistance, and let the face of the material be at $T_m$. Suppose first that the Peltier heat is released on that face. On the heater face, at rise $\theta_h$, the heat balance is
\begin{equation}
I^2R_{{\rm eff},h}-K_h\theta_h=G(\theta_h-\theta_m).
\end{equation}
Solving for $\theta_h$ and inserting it on the right, the heat crossing the boundary is
\begin{equation}
G(\theta_h-\theta_m)=\eta\left(I^2R_{{\rm eff},h}-K_h\theta_m\right),\qquad \eta=\frac{G}{G+K_h}.
\end{equation}
This heat, less $\Pi I$, must equal $Q_p$. Hence
\begin{equation}
(K_p+\eta K_h)\theta_m=I^2\left(\tfrac12R_p+\eta R_{{\rm eff},h}\right)-\Pi I ,
\end{equation}
and the asymmetry is $\Pi/(R_p/2+\eta R_{{\rm eff},h})$. For a rough value $r=10$ m$^2$K/GW, $\eta=0.40$, and the asymmetry is $36\ {\rm mV}/194\ \Omega=185\ \mu$A, nearly twice the ideal value. The reset current without Peltier heat rises to 0.82 mA, and the temperature jump at the boundary is then 284 K.

If the Peltier heat is released on the heater face instead, the direct solution gives $98\ \mu$A. To first order, a fraction $\eta$ of this heat reaches the material, but it is produced at the higher heater-face temperature of about 1184 K. The estimate $0.4045\times1184\ {\rm K}\times40\ \mu{\rm V/K}/194\ \Omega\approx99\ \mu$A accounts for the number. Its closeness to the ideal-contact value is a coincidence of these parameters. Which face receives the heat depends on the Seebeck coefficient of the boundary itself, which the model does not supply.

Both numbers belong to a boundary that blocks heat but has no electrical resistance, which a real boundary cannot do, because the carriers that cross it also conduct heat. The Wiedemann--Franz estimate, with Lorenz number $L_0$, requires a contact resistivity of at least $L_0Tr$, about $2.4\times10^{-9}\ \Omega\,$cm$^2$ near 970 K, or $R_c\approx190\ \Omega$. If its Joule heat is released half on each face, it has weight $(1+\eta)/2$, the denominator grows from 194 to about $327\ \Omega$, and the asymmetry is about $110\ \mu$A for Peltier heat on the material face and $52\ \mu$A for Peltier heat on the heater face.

\subsection{Other omitted effects}

An electrical contact resistance $R_c$ releases its Joule heat on the contact, where the weight is one, and adds in full to $R_{\rm eff}$. A contact resistivity of $10^{-9}\ \Omega\,$cm$^2$ gives $R_c=80\ \Omega$ and lowers the asymmetry to $80\ \mu$A; a value ten times larger gives $R_c\approx800\ \Omega$ and $31\ \mu$A.

If $S_p$ depends on temperature, the term $-T\,\mathbf j\cdot\nabla S$ also acts inside the material. This Thomson heat is odd in the current and, like the Peltier heat, of first order in the Seebeck coefficient. For positive current $\mathbf j=-(IR_p/\rho_p)\nabla u$, so its density is
\begin{equation}
\frac{IR_p}{\rho_p}\,T\,\frac{dS_p}{dT}\,\frac{dT}{du}\,|\nabla u|^2 .
\end{equation}
It must be weighted with $u$. For any $F(u)$ with integral $H(u)=\int_0^uF\,du'$, $\nabla\cdot(H\nabla u)=F|\nabla u|^2$, and hence $\int F|\nabla u|^2dV=\Lambda\int_0^1F\,du$. Since $R_p\Lambda/\rho_p=1$, the weighted heat is $IW$ with
\begin{equation}
W=\int_0^1u\,T\,\frac{dS_p}{dT}\,\frac{dT}{du}\,du ,
\end{equation}
evaluated to first order on profile (\ref{eq:profile}) at $I=I_0$. It opposes the Peltier term, and $\Pi$ is replaced by $\Pi-W$, with $S_p$ in $\Pi$ taken at $T_m$. For a slope of $0.03\ \mu$V/K$^2$, $W=5.4$ mV and the asymmetry falls to $83\ \mu$A. For a given $S_p$ at $T_m$, a growth of $S_p$ with temperature thus reduces the effect. If $S_p$ is instead given at room temperature, the same growth also raises $\Pi$. With $45\ \mu$V/K at 300 K and the slope above, $\Pi$ gains 16 mV, more than $W$, and the asymmetry increases.

Three further changes are smaller. If the material's resistivity rises by 0.1\% of its melting-point value per kelvin of cooling, the asymmetry becomes $96\ \mu$A. If melting is required to a depth of 10 nm on the axis, with the properties of the melt kept equal to those of the solid, both currents rise, to 0.867 and 0.767 mA, and their difference is about $100\ \mu$A. If the current enters the disc uniformly rather than at uniform potential, the mean spreading resistance is 8\% higher. The share of it that counts is then 53\% instead of half, and $R_{\rm eff}$ rises by about 3\%.

\subsection{Beside a real cell}

Reset currents of some tenths of a milliampere to about one milliampere are typical of contacts a few tens of nanometres wide, and the example lies in that range. The Seebeck coefficient of Ge$_2$Sb$_2$Te$_5$ depends strongly on phase, composition and temperature, so $40\ \mu$V/K is a rough choice, and the asymmetry is proportional to the Seebeck difference. The heat conductivity of the material is also at the edge of consistency: the Wiedemann--Franz estimate of its electronic part is 1.2 W/(m K) at 600 K and, at the same resistivity, 1.8 W/(m K) at 900 K, which leaves nothing for the lattice near the contact. Of the omitted effects computed above, those of the contact itself matter most: for the thermal boundary resistance chosen, together with the least electrical resistance that must accompany it, the asymmetry is about 52 or $110\ \mu$A according to where the Peltier heat is released, and a larger contact resistivity lowers it further. The steady state requires pulses that are long compared with the thermal times of the cell. For a heat capacity $C=3$ MJ/(m$^3$K) the heater's time $L^2C/k_h$ is about 2 ns, but the same estimate for the dielectric sleeve, $(b-a)^2C/k_d$, gives 16 ns. Such estimates leave out a numerical factor: in a flat layer with one face at fixed temperature and the other insulated, the slowest decay time is $4/\pi^2$ of the estimate, which here would be about 6.5 ns; for the annular sleeve with an insulated inner face it is about 4 ns. The half-space of material has no slowest decay time: it approaches the steady state as $t^{-1/2}$, and at 30 ns the current needed can still lie up to about 2\% above the steady value. For pulses of a few tens of nanoseconds the steady state is therefore a fair approximation; a pulse of a few nanoseconds needs a larger current than the steady formulas give. For a p-type material on a metallic heater, with melting starting at the contact and $W<\Pi$, the model favours driving the current from the material into the heater.

\subsection{What each derivation assumes}

Both derivations assume an imposed steady current, an isothermal and equipotential contact without resistance of its own, constant Seebeck coefficients in each body, and melting that starts at the contact. They differ in what they require of the bodies.

The first needs heat conduction and side loss to be linear in temperature, and a resistivity that does not depend on temperature. The shapes are free, and $k$, $\rho$ and $\gamma$ may vary with position. It shows that, for a given $\Pi$, the asymmetry depends on the cell through one number, $R_{\rm eff}$, and that the thermal conductance $K$, which sets the size of the reset current, cancels from the difference. It says nothing about the temperature elsewhere, and so cannot tell whether the contact melts first.

The second needs more: uniform coefficients in each body, a heater with uniform temperature across its section, and a material whose heat and current share the same boundaries, so that one coordinate describes both. In return it gives the whole profile, and with it the condition $Q_p>0$ under which the common result holds.

\section*{Table of computed values}
\begin{verbatim}
sink temperature: 300 K
melting temperature: 900 K
contact radius: 20 nm
heater length: 60 nm
heater resistivity: 15 uohm m
material resistivity: 12 uohm m
heater heat conductivity: 5 W/(m K)
material heat conductivity: 1.8 W/(m K)
dielectric heat conductivity: 1.2 W/(m K)
outer radius of side loss: 100 nm
heater Seebeck coefficient: 5 uV/K
material Seebeck coefficient: 45 uV/K
side loss per length g: 4.685 W/(m K)
m times heater length: 1.638 (no unit)
heater resistance: 716.2 ohm
material spreading resistance: 150 ohm
weighted heater resistance: 294.9 ohm
effective resistance R_eff: 369.9 ohm
heater thermal conductance: 185 nW/K
material thermal conductance: 144 nW/K
Peltier coefficient: 36 mV
reset current without Peltier: 0.7305 mA
reset, heater to material: 0.7808 mA
reset, material to heater: 0.6835 mA
direct, heater to material: 0.7808 mA
direct, material to heater: 0.6835 mA
asymmetry: 97.32 uA
asymmetry / current without Peltier: 13.32 %
second-order common shift: 1.62 uA
asymmetry without side loss: 83.12 uA
disc integral of grad phi squared / a: 3.99997 
disc weighted share: 0.500004 
K_p times temperature rise: 86.4 uW
half Joule heat of material, forward: 45.73 uW
peak heater temperature, forward: 988.4 K
peak heater temperature, reverse: 921 K
boundary resistance: 10 m2 K/GW
transmitted share eta: 0.4045 
boundary: temperature jump: 284.2 K
boundary: reset without Peltier: 0.8221 mA
boundary: asymmetry, heat on material face: 185.3 uA
boundary: asymmetry, heat on heater face: 98.3 uA
contact resistivity: 1e-09 ohm cm2
contact resistance: 79.58 ohm
asymmetry with contact resistance: 80.09 uA
Seebeck slope: 0.03 uV/K2
weighted Thomson term: 5.427 mV
asymmetry with Thomson, first order: 82.65 uA
asymmetry with Thomson, direct: 82.72 uA
resistivity rise per K of cooling: 0.1 %
asymmetry with that resistivity: 95.52 uA
deeper melt criterion, depth on axis: 9.973 nm
deeper melt: heater to material: 0.8666 mA
deeper melt: material to heater: 0.767 mA
uniform-flux / equipotential disc resistance: 1.081 
electronic heat conductivity, 600 K mean: 1.222 W/(m K)
volume heat capacity: 3 MJ/(m3 K)
heater thermal settling time: 2.16 ns
\end{verbatim}
